\section*{Impingement Flux on a Wall from the Maxwell Velocity Distribution}

\section{The rate at which a gas strikes a wall}

In atomic layer deposition and etching, a vapour pulse must last long enough for molecules to reach the surface sites. The arrival rate gives a first estimate of the length needed. Suppose the vapour has number density $n$ and mean speed $\bar c$. If every molecule is taken to move straight at the wall with speed $\bar c$, the estimated flux is $n\bar c$. If one sixth of the molecules are taken to move in each of the six directions along the coordinate axes, it is $n\bar c/6$. The correct equilibrium result, derived below, is $n\bar c/4$. The first guess therefore makes the estimated pulse four times too short, and the second makes it too long by a factor of 1.5. The error lies in the averaging over directions, so the cure is to integrate over the velocity distribution.

In terms of pressure $P$, temperature $T$ and molecular mass $m$, the result is
\begin{equation}
J=\frac{P}{\sqrt{2\pi mkT}},
\label{eq:result}
\end{equation}
where $k$ is Boltzmann's constant and $J$ is the number of arrivals per unit area and time. It counts every arrival, whether the molecule then sticks, reacts or leaves.

\subsection{The gas and its velocity distribution}

Let the gas be ideal, uniform near the wall, in equilibrium, and without drift relative to the wall. In a mixture, $n$, $P$ and $m$ refer to one species, and $P$ is its partial pressure. The $z$ axis points from the gas into the wall, so approaching molecules have $v_z>0$.

In equilibrium the probability of a velocity is proportional to the Boltzmann factor of the kinetic energy $m(v_x^2+v_y^2+v_z^2)/2$. This factor is a product of three Gaussians, so each component has the same independent distribution,
\begin{equation}
g(u)=C e^{-\alpha u^2},\qquad \alpha=\frac{m}{2kT}.
\label{eq:g}
\end{equation}
The constant $C$ follows from $\int_{-\infty}^{\infty}g\,du=1$. Call the Gaussian integral $I(\alpha)=\int_{-\infty}^{\infty}e^{-\alpha u^2}du$. Its square is an integral over a plane, which polar coordinates make elementary:
\begin{equation}
I^2=\int_0^{2\pi}d\phi\int_0^\infty r e^{-\alpha r^2}dr
=2\pi\,\frac{1}{2\alpha}=\frac{\pi}{\alpha},
\qquad I=\sqrt{\frac{\pi}{\alpha}} .
\label{eq:gauss}
\end{equation}
Hence $C=1/I=\sqrt{\alpha/\pi}=\sqrt{m/(2\pi kT)}$. The number of molecules per unit volume with velocity in $d^3v=dv_x\,dv_y\,dv_z$ is $n\,g(v_x)g(v_y)g(v_z)\,d^3v$.

\subsection{Counting the arrivals}

Consider molecules of one velocity $\mathbf v$ with $v_z>0$, and a patch of wall of area $A$. Those that land on the patch within a short time $dt$ start inside a slanted cylinder whose base is the patch and whose side is the vector $-\mathbf v\,dt$. Its height normal to the wall is $v_z\,dt$, so its volume is $A v_z\,dt$. Motion along the wall tilts the cylinder without changing its volume.

Multiplying this volume by the density of molecules with that velocity, and dividing by $A\,dt$, gives
\begin{equation}
dJ=v_z\,n\,g(v_x)g(v_y)g(v_z)\,d^3v,\qquad v_z>0 .
\label{eq:dJ}
\end{equation}
The factor $v_z$ expresses that faster approach brings molecules in from a greater depth. Molecules with $v_z<0$ are leaving and do not contribute.

Collisions have been neglected only during $dt$, which can be made as short as desired. Between such intervals they may be frequent, since in equilibrium they leave the distribution unchanged. Equation \eqref{eq:dJ} therefore does not require the gas to be collisionless.

\subsection{Integrating over the approaching molecules}

The velocities along the wall run over all values, and their two integrals each equal one by normalization. Thus
\begin{equation}
J=n\int_0^\infty v_z\,g(v_z)\,dv_z
=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/(2kT)}dv_z .
\label{eq:normal}
\end{equation}
Substitute $w=mv_z^2/(2kT)$. Then $dw=(m v_z/kT)\,dv_z$, so $v_z\,dv_z=(kT/m)\,dw$, and the limits remain $0$ and $\infty$:
\begin{equation}
\int_0^\infty v_z e^{-mv_z^2/(2kT)}dv_z
=\frac{kT}{m}\int_0^\infty e^{-w}dw=\frac{kT}{m}.
\label{eq:half}
\end{equation}
Inserting this in Eq.~\eqref{eq:normal} gives
\begin{equation}
J=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n\sqrt{\frac{m}{2\pi kT}\,\frac{k^2T^2}{m^2}}
=n\sqrt{\frac{kT}{2\pi m}} .
\label{eq:Jn}
\end{equation}

\subsection{Replacing density by pressure}

Pressure is the normal momentum given to the wall per unit area and time. An arriving molecule brings normal momentum $mv_z$, and such molecules arrive at the rate $n v_z g(v_z)dv_z$. A departing molecule has $v_z<0$ and leaves at the rate $n|v_z|g(v_z)dv_z$. Its recoil pushes the wall in the positive $z$ direction with momentum $m|v_z|$. Both contributions contain $mv_z^2$, and $g$ is even, so they are equal. Individual molecules need not bounce like mirrors; it is enough that the departing population has its equilibrium distribution. Therefore
\begin{equation}
P=2nm\int_0^\infty v_z^2g(v_z)\,dv_z
=nm\int_{-\infty}^{\infty}v_z^2g(v_z)\,dv_z .
\label{eq:P}
\end{equation}
The last integral follows by differentiating Eq.~\eqref{eq:gauss} with respect to $\alpha$, which brings down a factor $-u^2$:
\begin{equation}
\int_{-\infty}^{\infty}u^2e^{-\alpha u^2}du
=-\frac{dI}{d\alpha}=\frac{\sqrt\pi}{2\alpha^{3/2}} .
\end{equation}
Multiplication by $C=\sqrt{\alpha/\pi}$ gives the mean square $1/(2\alpha)=kT/m$. Equation \eqref{eq:P} becomes $P=nkT$, and with $n=P/(kT)$ in Eq.~\eqref{eq:Jn},
\begin{equation}
J=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}
=P\sqrt{\frac{kT}{2\pi m\,k^2T^2}}
=\frac{P}{\sqrt{2\pi mkT}} ,
\end{equation}
which is Eq.~\eqref{eq:result}.

The temperature dependence depends on what is held fixed. At fixed density, Eq.~\eqref{eq:Jn} gives $J\propto T^{1/2}$, because the molecules move faster. At fixed pressure, the density falls as $1/T$, which outweighs the gain in speed and leaves $J\propto T^{-1/2}$.

\subsection{Where the factor one quarter comes from}

The same flux can be found from speeds and angles. In spherical coordinates the volume element is $v^2\sin\theta\,dv\,d\theta\,d\phi$, where $\theta$ is the angle between $\mathbf v$ and the $z$ axis. The angular integral over all directions is $4\pi$, so the mean speed is
\begin{equation}
\bar c=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}
\int_0^\infty v^3e^{-\alpha v^2}dv .
\end{equation}
With $w=\alpha v^2$, one has $v^3dv=w\,dw/(2\alpha^2)$. Since $\int_0^\infty we^{-w}dw=1$, the integral equals $1/(2\alpha^2)$, and
\begin{equation}
\bar c=\frac{4\pi}{2\alpha^2}\,\frac{\alpha^{3/2}}{\pi^{3/2}}
=\frac{2}{\sqrt{\pi\alpha}}
=\sqrt{\frac{8kT}{\pi m}} .
\label{eq:c}
\end{equation}

Half the molecules approach the wall. Speed and direction are independent, so the mean normal velocity of this half is $\bar c$ times the mean of $\cos\theta$ over a hemisphere:
\begin{equation}
\langle\cos\theta\rangle
=\frac{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}
{\int_0^{\pi/2}\sin\theta\,d\theta}
=\frac{1/2}{1}=\frac12 .
\end{equation}
The flux is thus
\begin{equation}
J=\frac n2\,\frac{\bar c}{2}=\frac{n\bar c}{4}.
\label{eq:quarter}
\end{equation}
Equation \eqref{eq:c} gives $\bar c/4=\sqrt{8kT/(16\pi m)}=\sqrt{kT/(2\pi m)}$, in agreement with Eq.~\eqref{eq:Jn}. One factor of one half selects the approaching molecules, and the other accounts for their oblique directions.

\subsection{Consuming walls, narrow holes and drift}

A wall that consumes molecules removes some of the departing population. Equation \eqref{eq:dJ} uses the approaching population alone, so the flux is unchanged if that population still comes from a reservoir with the stated $P$ and $T$. Free molecular flow through a thin opening, much wider than it is deep but much narrower than the mean free path, provides this case: molecules cross from the reservoir without colliding on the way. If in this case the wall keeps every arrival, the recoil term in Eq.~\eqref{eq:P} vanishes and the gas pushes on the wall with only $P/2$. This value does not carry over to a consuming wall much wider than the mean free path, where collisions set up a flow toward the wall and change the approaching population. The pressure in Eq.~\eqref{eq:result} is then that of the reservoir, not the force per area on the consuming wall.

At the bottom of a hole, part of the hemisphere is hidden by the side wall. Take a round hole of radius $a$ and depth $L$, with no gas collisions inside. The centre of its floor receives direct molecules only at angles below $\theta_0$, where $\tan\theta_0=a/L$. The angular weight in the flux is $\cos\theta\sin\theta$, so
\begin{equation}
\frac{J_{\mathrm{direct}}}{J}
=\frac{\int_0^{\theta_0}\cos\theta\sin\theta\,d\theta}
{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}
=\sin^2\theta_0=\frac{a^2}{a^2+L^2}.
\label{eq:hole}
\end{equation}
For $L\ll a$ the centre receives almost the full flux, although points at the foot of the side wall still have about half of it hidden. For $L\gg a$ the direct part falls as $a^2/L^2$, and any further supply must come from molecules that have first touched the side wall. Equation \eqref{eq:result} gives the flux entering the mouth of the hole. If nothing inside consumes molecules and the hole has filled to equilibrium with the gas, the total flux at the floor is also $J$, because molecules leaving the side wall make up for the hidden directions. When the surfaces inside a deep hole consume molecules, the floor receives less.

Drift also changes the rate. If the whole distribution moves toward the wall with velocity $U$, replace $g(v_z)$ by $g(v_z-U)$ in Eq.~\eqref{eq:normal} and set $q=v_z-U$:
\begin{equation}
J(U)=n\int_{-U}^{\infty}(q+U)g(q)\,dq .
\end{equation}
On differentiation with respect to $U$, the moving lower limit contributes nothing, because $q+U$ vanishes there. What remains is $dJ/dU=n\int_{-U}^{\infty}g(q)\,dq$, which equals $n/2$ at $U=0$. To first order in $U$, and at fixed $n$ and $T$,
\begin{equation}
J(U)\simeq\frac{n\bar c}{4}+\frac{nU}{2}
=\frac{n\bar c}{4}\left(1+\frac{2U}{\bar c}\right).
\end{equation}
Drift can be neglected when $|U|\ll\bar c/2$.

\subsection{From flux to exposure time}

Let the surface have $N_s$ equal sites per unit area. The time for one arrival per site on average, and the corresponding exposure, are
\begin{equation}
t_1=\frac{N_s}{J},\qquad
Pt_1=N_s\sqrt{2\pi mkT}.
\label{eq:t1}
\end{equation}
The exposure is independent of pressure: halving $P$ doubles the time.

One arrival per site on average does not mean that every site has been hit. Suppose $N$ molecules land independently on $M$ sites, each site being equally likely. A given site escapes one arrival with probability $1-1/M$, and escapes all of them with probability $(1-1/M)^N$. For large $M$ at fixed $N/M$, $N\ln(1-1/M)\to-N/M$. Since $N/M=Jt/N_s=t/t_1$, the unhit fraction is
\begin{equation}
f(t)=e^{-t/t_1}.
\label{eq:unhit}
\end{equation}
Setting $f=0.01$ gives the time to hit 99\% of the sites, $t_{99}=t_1\ln100$.

If an arrival at an empty site reacts with constant probability $s$, the chance that a given arrival fills a given empty site is $s/M$ instead of $1/M$. The same argument gives an unreacted fraction $e^{-st/t_1}$, so the time to reach a given coverage grows as $1/s$. This simple model assumes that one molecule fills one site and does not block its neighbours. It also assumes that fresh gas arrives fast enough to keep $J$ constant while the surface consumes molecules.

\subsection{A worked example}

Take a model precursor vapour with $m=72\,\mathrm{u}=1.1956\times10^{-25}$~kg, $T=500$~K and $P=1$~Pa, above a surface with $N_s=4\times10^{18}\ \mathrm{m^{-2}}$. These are round model parameters. The thermal energy is $kT=6.903\times10^{-21}$~J, so
\begin{equation}
n=\frac{1}{6.903\times10^{-21}}\ \mathrm{m^{-3}}
=1.449\times10^{20}\ \mathrm{m^{-3}} .
\end{equation}
The denominator of Eq.~\eqref{eq:result} is $\sqrt{2\pi mkT}=7.201\times10^{-23}\ \mathrm{kg\,m/s}$, and
\begin{equation}
J=\frac{1}{7.201\times10^{-23}}\ \mathrm{m^{-2}\,s^{-1}}
=1.389\times10^{22}\ \mathrm{m^{-2}\,s^{-1}},
\end{equation}
or $1.389\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$. The mean speed is $383.4$~m/s, and $n\bar c/4$ gives the same flux.

Equation \eqref{eq:t1} now gives
\begin{equation}
t_1=\frac{4\times10^{18}}{1.389\times10^{22}}\ \mathrm{s}
=0.288\ \mathrm{ms}.
\end{equation}
The exposure is $2.88\times10^{-4}$~Pa\,s, or 2.16 langmuir, where one langmuir is $10^{-6}$~torr\,s. At this time a fraction $e^{-1}=0.368$ of the sites has still not been hit. Reaching 99\% of them takes $t_{99}=1.33$~ms. These times count hits on a flat, fully exposed surface. Filling every site takes as many molecules as a gas layer of thickness $N_s/n=2.8$~cm contains, so a reactive surface can use up the vapour when the gas space above it is not much deeper than this and no fresh vapour is supplied. The flux also falls when the precursor is dilute in a carrier gas and must diffuse to the surface. In a deep pure vapour, by contrast, the gas flows toward the consuming wall and the flux stays close to $J$. Depletion, a small reaction probability or a deep hole lengthens the pulse, so the times above do not predict film growth.

The numerical output also contains independent checks. Integration over speed and angle reproduces the flux to the digits shown. Doubling $T$ multiplies it by 0.7071 at fixed pressure and by 1.4142 at fixed density, as the two power laws require. A ballistic simulation, which follows molecules to a finite patch without using the flux integral, records 16\,890 landings. Its flux is 1.6\% above the formula, with a standard error of 0.77\%. The difference is about two standard errors: a rather large fluctuation, but within the four standard errors allowed in the test. The guess $n\bar c/6$, which lies one third below the formula, is far outside that range. Random throws onto sites leave fractions 0.3685 and 0.0096 unhit at $t_1$ and $t_{99}$, against 0.3679 and 0.01 from Eq.~\eqref{eq:unhit}.

\section*{Numbers as computed}
\begin{verbatim}
Molecular mass: 72 u = 1.1956e-25 kg
Temperature: 500 K
Pressure: 1.0 Pa
Site density: 4.0e+18 m^-2
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 6.9032e-21 J
Number density n: 1.4486e+20 m^-3
Rms velocity component sqrt(kT/m): 240.29 m/s
Mean speed, formula: 383.45 m/s
Mean speed, quadrature: 383.45 m/s
Fraction approaching, quadrature: 0.5000
Mean cosine of approaching, quadrature: 0.5000
Normal integral, quadrature: 5.7739e+04 m^2/s^2
kT/m: 5.7739e+04 m^2/s^2
Pressure from arrivals alone: 0.5000 Pa
Pressure from arrivals and departures: 1.0000 Pa
sqrt(2 pi m k T): 7.2012e-23 kg m/s
Flux J, formula: 1.3886e+22 m^-2 s^-1
Flux J, formula: 1.3886e+18 cm^-2 s^-1
Flux J, quadrature: 1.3886e+22 m^-2 s^-1
Simulated molecules: 4000000
Simulated landings on patch: 16890
Flux J, simulation: 1.411e+22 m^-2 s^-1
Simulation standard error: 0.77 %
Simulation deviation from formula: 1.61 %
Flux ratio, T doubled at fixed P: 0.7071
Flux ratio, T doubled at fixed n: 1.4142
Time for one arrival per site: 0.2880 ms
Exposure for one arrival per site: 2.8805e-04 Pa s
Exposure for one arrival per site: 2.161 langmuir
Unhit fraction at that time, exp(-1): 0.3679
Unhit fraction at that time, simulation: 0.3685
Time to hit 99 % of sites: 1.327 ms
Unhit fraction at that later time, simulation: 0.0096
\end{verbatim}
